# Invariance of the Green-Kubo lattice conductivity under repartition of bond energy

A heat current summed over a crystal has the dimension of energy times velocity, so its time integral $\mathbf Q$ is an energy times a length. Giving part of a bond's energy to a different atom also moves an energy over a length, and that length is fixed by the bond. Diffusive heat flow makes $\langle|\mathbf Q|^2\rangle$ grow as volume times elapsed time, $V\tau$. Moving energy within bonds can add only a displacement whose mean square is of order $V$, with no factor $\tau$. The ratio of the added displacement to $\mathbf Q$, in root mean square, must therefore fall at least as fast as $\tau^{-1/2}$, and a conductivity read from the long-time growth of $\langle|\mathbf Q|^2\rangle$ cannot depend on the partition. The proof has to show that the two currents differ by the rate of change of such a displacement, and to find when its variance is really of order $V$.

Take a classical crystal with atoms at $\mathbf r_i$, velocities $\mathbf v_i$ and masses $m_i$. Its potential energy is a sum of local terms, $U=\sum_b\phi_b$. Each term, called a bond here, may involve two or more atoms, and depends only on their relative positions. A partition assigns to atom $i$ the energy

$$
e_i=T_i+\sum_b w_{bi}\phi_b,\qquad T_i=\tfrac12m_i v_i^2,\qquad \sum_i w_{bi}=1 .
$$

The weights are constants and vanish for atoms far from the bond. Summing over $i$ gives $\sum_iT_i+\sum_b\phi_b$, so the total energy does not depend on them.

To find the current, first consider a finite isolated piece, where the energy moment $\mathbf G=\sum_i\mathbf r_ie_i$ is well defined. Energy moving from one place to another changes $\mathbf G$, and the summed current is $\mathbf J=d\mathbf G/dt$. Let $\mathbf R_b=\sum_iw_{bi}\mathbf r_i$ be the point at which the partition places the energy of bond $b$. Then $\mathbf G=\sum_i\mathbf r_iT_i+\sum_b\phi_b\mathbf R_b$. The force of bond $b$ on atom $j$ is $\mathbf f_{bj}=-\partial\phi_b/\partial\mathbf r_j$, so that

$$
\dot T_j=\sum_b\mathbf f_{bj}\cdot\mathbf v_j,\qquad
\dot\phi_b=-\sum_j\mathbf f_{bj}\cdot\mathbf v_j .
$$

Differentiating each product in $\mathbf G$ gives

$$
\mathbf J=\sum_i\mathbf v_iT_i+\sum_b\sum_j\mathbf r_j(\mathbf f_{bj}\cdot\mathbf v_j)
+\sum_b\phi_b\dot{\mathbf R}_b-\sum_b\mathbf R_b\sum_j\mathbf f_{bj}\cdot\mathbf v_j .
$$

The second and fourth terms combine:

$$
\mathbf J=\sum_i\mathbf v_iT_i+\sum_b\Big[\phi_b\dot{\mathbf R}_b+\sum_j(\mathbf r_j-\mathbf R_b)(\mathbf f_{bj}\cdot\mathbf v_j)\Big].
\tag{1}
$$

The first two contributions are energy carried by moving atoms, and the last is work done across the bond. Positions enter only through separations within one bond, so (1) keeps its meaning in a periodic cell, where $\mathbf G$ does not. It is the current used there.

Now choose other weights $w'_{bi}$ and define $\mathbf D_b=\mathbf R'_b-\mathbf R_b=\sum_i(w'_{bi}-w_{bi})\mathbf r_i$. The weight changes in a bond sum to zero, so $\mathbf D_b$ does not depend on the origin and is a length of bond size. Subtracting (1) for the two partitions cancels the kinetic term and every term in $\mathbf r_j$:

$$
\mathbf J'-\mathbf J=\sum_b\Big[\phi_b\dot{\mathbf D}_b-\mathbf D_b\sum_j\mathbf f_{bj}\cdot\mathbf v_j\Big]
=\sum_b\big[\phi_b\dot{\mathbf D}_b+\dot\phi_b\mathbf D_b\big]=\frac{d\mathbf P}{dt},
$$

$$
\mathbf P=\sum_b\phi_b\mathbf D_b .
\tag{2}
$$

For a pair bond with separation $\mathbf d_b=\mathbf r_{\rm head}-\mathbf r_{\rm tail}$, raising the tail's fraction by $\delta_b$ lowers the head's by the same amount. Hence $\mathbf D_b=\delta_b(\mathbf r_{\rm tail}-\mathbf r_{\rm head})=-\delta_b\mathbf d_b$ and $\mathbf P=-\sum_b\delta_b\phi_b\mathbf d_b$.

"Bounded" will mean bounded in mean square. A sufficient condition is

$$
\mathrm{Var}\,\mathbf P=\langle|\mathbf P-\langle\mathbf P\rangle|^2\rangle\le cV,
\tag{3}
$$

with $c$ independent of volume. This deserves care, because elastic strains in a crystal are correlated over long distances. To leading order in the displacements $\mathbf u_i$, the fluctuation of a component of $\mathbf P$ is linear in the bond stretches $\mathbf s_b=\mathbf u_{\rm head}-\mathbf u_{\rm tail}$, say $p=\sum_b\mathbf g_b\cdot\mathbf s_b$ with coefficients $\mathbf g_b$ of bounded size. Suppose the crystal is stable in the sense that its harmonic energy satisfies $\frac12u^{\mathsf T}Au\ge\frac12k_0\sum_b|\mathbf s_b|^2$, with $k_0>0$ independent of size. For a Gaussian distribution with covariance $k_BTA^{-1}$, the variance of a linear function is $k_BT$ times the largest value of $p^2/(u^{\mathsf T}Au)$ over all displacements that are not uniform translations. The Cauchy-Schwarz inequality then gives

$$
\mathrm{Var}\,p\le k_BT\max_u\frac{\sum_b|\mathbf g_b|^2\sum_b|\mathbf s_b|^2}{k_0\sum_b|\mathbf s_b|^2}
=\frac{k_BT}{k_0}\sum_b|\mathbf g_b|^2 ,
$$

which is proportional to the number of bonds. This linear sum can vanish. In a periodic cell of a crystal with one atom per primitive cell, the stretches of bonds along the same lattice vector add to zero, so if all such pair bonds have the same $\delta_b$, the fluctuation of $\mathbf P$ comes entirely from terms of higher order in the displacements. With several atoms per cell this can fail: in the diamond structure the bonds of one direction all join one sublattice to the other, and their stretches add up to the relative shift of the two sublattices. For those terms (3) is an assumption about the solid, and the example below examines it at two sizes.

The Green-Kubo running integral for a cubic crystal at zero total momentum is

$$
K(\tau)=\frac{1}{3Vk_BT^2}\int_0^\tau C(t)\,dt,\qquad C(t)=\langle\mathbf J(t)\cdot\mathbf J(0)\rangle,
$$

and $\kappa$ is its limit when first $V\to\infty$ and then $\tau\to\infty$. Let $\mathbf Q=\int_0^\tau\mathbf J\,dt$. In a stationary state $\langle\mathbf J(t)\cdot\mathbf J(t')\rangle=C(|t-t'|)$, and a time difference $s$ occurs with weight $2(\tau-s)$ in the square $0<t,t'<\tau$. Therefore

$$
\langle|\mathbf Q|^2\rangle=2\int_0^\tau(\tau-s)C(s)\,ds=2\int_0^\tau dt\int_0^tC(s)\,ds=6Vk_BT^2\int_0^\tau K(t)\,dt .
$$

The time-averaged running integral is thus

$$
K_E(\tau)=\frac1\tau\int_0^\tau K(t)\,dt=\frac{\langle|\mathbf Q|^2\rangle}{6Vk_BT^2\tau}.
\tag{4}
$$

If $K$ tends to $\kappa$, so does its average $K_E$.

Integrating (2) gives $\mathbf Q'=\mathbf Q+\Delta\mathbf P$ with $\Delta\mathbf P=\mathbf P(\tau)-\mathbf P(0)$. The root mean square is a norm, so the triangle inequality applies to it. Dividing by $(6Vk_BT^2\tau)^{1/2}$ gives

$$
\big|\sqrt{K_E'}-\sqrt{K_E}\big|\le B(\tau),\qquad
B^2=\frac{\langle|\Delta\mathbf P|^2\rangle}{6Vk_BT^2\tau}\le\frac{4\,\mathrm{Var}\,\mathbf P}{6Vk_BT^2\tau}\le\frac{2c}{3k_BT^2\tau}.
\tag{5}
$$

The factor 4 comes from $|\mathbf a-\mathbf b|^2\le2|\mathbf a|^2+2|\mathbf b|^2$, applied to the deviations of $\mathbf P(\tau)$ and $\mathbf P(0)$ from their common mean. Factoring the difference of two squares,

$$
|K_E'-K_E|=\big|\sqrt{K_E'}-\sqrt{K_E}\big|\big(\sqrt{K_E'}+\sqrt{K_E}\big)\le B\big(2\sqrt{K_E}+B\big).
\tag{6}
$$

The last bound in (5) does not contain $V$, so it survives the limit $V\to\infty$. Letting $\tau\to\infty$ afterwards, with $K_E\to\kappa$ finite, sends the right side of (6) to zero. Hence $K_E'\to\kappa$. If the ordinary running integral $K'$ converges, its limit must equal that of its average, and so it too is $\kappa$. This proves the invariance.

One might fear that the argument proves too much. In an isolated piece $\mathbf J$ is itself a total derivative, $\dot{\mathbf G}$, which would seem to make every conductivity zero. The difference lies in the variance. $\mathbf G$ weights energy fluctuations by positions across the whole sample, so for a piece of length $L$ its variance is of order $VL^2$. The corresponding bound on $K_E$ is of order $L^2/\tau$, which is useless when $V\to\infty$ comes first. $\mathbf P$ contains bond lengths where $\mathbf G$ contains sample lengths.

Time reversal sharpens the estimate. Let $X(s)=\langle\mathbf P(s)\cdot\mathbf J(0)\rangle$. Without a magnetic field, $\mathbf P$ is even and $\mathbf J$ odd under reversal of the velocities, so $X(-s)=-X(s)$. Then

$$
\langle\mathbf Q\cdot\Delta\mathbf P\rangle=\int_0^\tau[X(\tau-t)-X(-t)]\,dt=2\int_0^\tau X(s)\,ds,
$$

and expanding $|\mathbf Q+\Delta\mathbf P|^2$ gives

$$
K_E'-K_E=\frac{4\int_0^\tau X(s)\,ds+\langle|\Delta\mathbf P|^2\rangle}{6Vk_BT^2\tau}.
\tag{7}
$$

When the integral of $X$, divided by $V$, stays bounded, the difference falls as $1/\tau$, faster than the general bound. To return to the running integral, use $K=d(\tau K_E)/d\tau$. Stationarity gives $\frac12\langle|\Delta\mathbf P|^2\rangle=\langle|\mathbf P|^2\rangle-\langle\mathbf P(\tau)\cdot\mathbf P(0)\rangle$, whose derivative is $-\langle\dot{\mathbf P}(\tau)\cdot\mathbf P(0)\rangle=\langle\mathbf P(\tau)\cdot\dot{\mathbf P}(0)\rangle$. Thus

$$
K'-K=\frac{2\langle\mathbf P(\tau)\cdot\mathbf J(0)\rangle+\langle\mathbf P(\tau)\cdot\dot{\mathbf P}(0)\rangle}{3Vk_BT^2}.
\tag{8}
$$

At finite $\tau$ the running integrals differ. They approach each other pointwise if these correlations decay.

A finite harmonic crystal is a case where they do not decay. Its current can have a conserved part $\bar{\mathbf J}$, the long-time average of $\mathbf J$, and then $K$ grows in proportion to $\tau$. Even so, the averaged difference vanishes at fixed size. As $\tau\to\infty$, $\mathbf Q/\tau$ tends to $\bar{\mathbf J}$ in mean square, while $\langle\bar{\mathbf J}\cdot[\mathbf P(\tau)-\mathbf P(0)]\rangle=0$ because $\bar{\mathbf J}$ is conserved and the state stationary. So $\langle\mathbf Q\cdot\Delta\mathbf P\rangle/\tau\to0$, and $\langle|\Delta\mathbf P|^2\rangle/\tau\to0$ as before.

A ring of six atoms shows this in reduced units. The masses, neighbour springs, lattice spacing and $k_BT$ are 1, and each atom also has an on-site spring of 0.5. Energies are placed at the fixed lattice sites, so the terms of (1) with moving positions drop out. The correlations follow from Gaussian averages and the matrix exponential of the linear motion. Between equal splitting and one random set of weights, the running integral $\int_0^\tau C\,dt$ differs by at most 0.194 for times up to 200. The integral itself has by then reached 285.7, and the time-averaged difference is 0.0007. In this uniform ring the equal-split current is exactly conserved, so $X=0$ and the example shows only the last terms of (7) and (8).

For a three-dimensional example, take a face-centred cubic crystal with nearest-neighbour Morse bonds,

$$
\phi(r)=\varepsilon\big[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\big],
$$

with $\varepsilon=0.70$ eV, $\alpha=16\ \mathrm{nm}^{-1}$ and $r_0=0.277$ nm. The mass is that of platinum, 195.08 u, and the lattice constant is held at 0.395 nm. These are rough platinum-like choices for a temperature near 1000 K. They give a highest phonon frequency of 5.7 THz, but the model's static bulk modulus of 170 GPa and binding energy of 4.2 eV per atom are well below those of platinum, about 280 GPa and 5.8 eV. The periodic cell has 216 atoms. Eight independent copies were prepared for 5 ps with a Langevin thermostat, then followed for 60 ps at constant energy by the velocity Verlet method with 5 fs steps. Their mean temperature was 1012 K, and the root-mean-square displacement from the sites at the end was 0.017 nm, small beside the bond length. The current was recorded every 10 fs and integrated by the trapezoid rule.

Each trajectory was read with three partitions: every bond split equally; every bond given wholly to one end, chosen at random once; and every bond given wholly to its tail, with the same tail-to-head direction for all parallel bonds. Compared with equal splitting, $\langle|\mathbf J|^2\rangle$ is about 4 times as large for random ends and about 3 times as large for directed tails. The instantaneous currents are thus typically very different. The averages (4), in W/(m K), are

| $\tau$ (ps) | equal | random | directed |
|---:|---:|---:|---:|
| 0.05 | 0.098 | 0.315 | 0.197 |
| 0.5 | 0.587 | 0.620 | 0.596 |
| 2 | 1.714 | 1.721 | 1.717 |
| 8 | 4.665 | 4.667 | 4.666 |

The extra digits serve to compare partitions on the same trajectories; they are not the accuracy of the conductivity. In the first row the sampling interval also matters: in a 108-atom cell, recording the current every 2.5 fs instead of every 10 fs raises the random and directed values at 0.05 ps by about 0.005 W/(m K).

The bound can be worked out for random ends at 8 ps. The measured $\langle|\Delta\mathbf P|^2\rangle$ per atom is $7.92\times10^{-4}\ \mathrm{eV^2\,nm^2}$, the volume per atom is $0.395^3/4=0.01541\ \mathrm{nm^3}$, and $k_BT^2=88.3$ eV K. Since 1 eV/(nm ps K) is 160.2 W/(m K),

$$
B^2=\frac{160.2\times7.92\times10^{-4}}{6\times0.01541\times88.3\times8}=0.0019\ \mathrm{W/(m\,K)},
$$

so $B=0.044$ in the square root of that unit. Equation (6) allows a change of $0.044(2\sqrt{4.665}+0.044)=0.19$ W/(m K). The observed change is 0.002, close to $B^2$ itself, which is the last term of (7).

The cross term $X$ is small for a reason. For random ends $\delta_b=\pm\frac12$ with equal chance, and $\mathbf P$ is linear in $\delta_b$, so $X$ averages to zero over the choices, though not necessarily for one choice. For directed tails, inversion through a lattice site reverses the equal-split current. It also exchanges the head and tail of each bond, so the separations $\mathbf d_b$ keep their directions and $\mathbf P$ is unchanged. Equilibrium is symmetric under inversion, hence $X=0$. What remains on average is the last term of (7). The sampled cross term still scatters, and more so as $\tau$ grows: in a 108-atom cell with sixteen copies its standard error at 8 ps is about a quarter of the last term for random ends and larger than that term for directed tails. The close match with $B^2$ at 8 ps is therefore partly chance; at 4 ps the change for random ends is 0.003 against $B^2=0.004$.

The variance behaves as (3) requires within what these runs resolve. For random ends, $\langle|\Delta\mathbf P|^2\rangle$ per atom is $7.1\times10^{-4}$ at 1 ps and $7.9\times10^{-4}\ \mathrm{eV^2\,nm^2}$ at 8 ps: a rise of 11% while the time grows eightfold. A 64-atom cell gives $7.0\times10^{-4}$ at 8 ps. For directed tails, where the linear terms vanish, the values at 8 ps are $2.4\times10^{-4}$ in the 216-atom cell and $2.5\times10^{-4}$ in the 64-atom cell. A variance growing as $V^2$ would have made the value per atom 3.4 times larger in the larger cell.

The average of $K$ between 4 and 8 ps is a later estimate of the conductivity. With $K_E(4\ \mathrm{ps})=2.912$ it is

$$
\frac{8K_E(8)-4K_E(4)}{8-4}=\frac{37.32-11.65}{4}=6.4\ \mathrm{W/(m\,K)},
$$

with a statistical error of 1.1. The other partitions change it by 0.01% or less, because on the same trajectories their $\mathbf Q$ differ only by the bounded $\Delta\mathbf P$, so they have nearly the same sampling error. The number itself is not converged. The average between 2 and 4 ps is $4.1\pm0.6$, so the window shifts the result by 2.3 W/(m K). Later windows seem to raise it further. In a 108-atom cubic cell of the same model, with sixteen copies followed for 105 ps, the average rises by about 2 W/(m K), from $5.5\pm0.4$ between 4 and 8 ps to $7.4\pm0.9$ between 16 and 24 ps. This rise is only about twice its statistical error, but it suggests that the value 6.4 is too low. For the window from 4 to 8 ps, the 64-atom cell, with twelve copies at 1003 K, gives $5.8\pm0.6$; the shift of 0.6 from the 216-atom value is below the combined error of about 1.3 and does not settle the size dependence. Agreement between partitions therefore says nothing about convergence in time or size.

In real platinum electrons carry most of the heat. With a rough resistivity of $3.5\times10^{-7}\ \Omega\,$m, the Wiedemann-Franz law gives about 71 W/(m K) at this temperature, roughly ten times the lattice values found for the model. Scattering of phonons by electrons, which the model omits, would lower the lattice part by an amount not computed here. Quantum statistics hardly affect the heat capacity, whose leading reduction is 0.3%; their effect on phonon scattering was not computed. The residual pressure of 0.33 GPa, with the model's static bulk modulus of 170 GPa, corresponds to a linear strain of 0.07%. Cutting the potential at first neighbours is more drastic, since a second-neighbour Morse bond would have 28% of the first-neighbour energy, and metallic bonding is not pairwise. The 6.4 W/(m K) is an unconverged estimate for this model and no prediction for platinum.

The invariance of the integral (4) fails when $\mathbf P$ can wander. Suppose each atom is given a constant energy offset $a_i$, with $\sum_ia_i=0$. The current changes by $\sum_ia_i\mathbf v_i$, and $\Delta\mathbf P=\sum_ia_i\Delta\mathbf r_i$. If the offsets cancel within each unit cell, the fluctuation of this sum is linear in relative displacements of nearby atoms, and in a solid without hopping its variance obeys (3) as before. Offsets that differ between distant regions can break (3) even there, because long-wavelength displacements then add up. If the atoms diffuse independently with coefficient $D$, then $\langle|\Delta\mathbf P|^2\rangle=6D\tau\sum_ia_i^2$, and its contribution to $K_E$ is

$$
\frac{D\sum_ia_i^2}{Vk_BT^2},
$$

which does not decay; a cross term with $\mathbf Q$ may add to it. This concerns the bare integral (4), which is then no longer the thermal conductivity. When species diffuse, the conductivity is defined at zero mass flux. For two species it is proportional to $L_{EE}-L_{EM}^2/L_{MM}$, where the $L$ are the Green-Kubo integrals of the energy current $E$ and the relative mass current $M$. An offset per species adds a multiple of the mass current to $\mathbf J$ and leaves this combination unchanged. Weights that reach across the sample can break (3) in another way, by making $\mathbf D_b$ grow with $L$. Finally, both terms in the bracket of (1) must use the same weights. Changing $\mathbf R_b$ in $\phi_b\dot{\mathbf R}_b$ alone adds $\sum_b\phi_b\dot{\mathbf D}_b$, which lacks the partner $\dot\phi_b\mathbf D_b$ that completes the derivative, and the proof no longer applies.
